# Wedge angles and closure strain in a ferroelectric flux-closure quadrant

**Setting.** Four domains of a tetragonal ferroelectric meet along a straight line. The crystal has $t=c/a=1.01$, and its polarization $\mathbf P$ lies along $c$. In every domain one $a$ axis is parallel to the common line, so the problem is two-dimensional. The polarizations lie in the plane and circulate head to tail around the line, each perpendicular to the bisector of its own wedge. Neighbouring domains share a flat 90° wall.

Each domain is described as a stretched copy of a square parent cell of side $a$: lengths along $c$ are multiplied by $t$, and lengths along the in-plane $a$ axis are unchanged. "Stress-free" means that each wedge has this shape and no further strain.

## Part (a)

**Question.** Find the directions in the parent square along which two domains, with $c$ along $x$ and $c$ along $y$, can be joined without stress. Hence find the angle of one stress-free wedge.

**Answer.** A line can be a stress-free wall if it has the same length in both domains. Let the parent vector along the wall be $(v_x,v_y)$. With $c$ along $x$ its squared length becomes $t^2v_x^2+v_y^2$; with $c$ along $y$ it becomes $v_x^2+t^2v_y^2$. Setting these equal gives

$$(t^2-1)(v_x^2-v_y^2)=0 .$$

Since $t\neq1$, $v_y=\pm v_x$: the walls are the two diagonals of the parent square.

A wedge lies between two such diagonals. Its bisector is along $a$ and its $c$ axis is perpendicular to the bisector. After the stretch, a diagonal has component $a$ along the bisector and $c=ta$ across it. The half-angle $\alpha$ therefore obeys $\tan\alpha=c/a=t$, and the wedge angle is

$$2\alpha=2\arctan t .$$

For $t=1.01$, $\alpha=45.2851^\circ$ and $2\alpha=90.5701^\circ$. Each wedge is $0.5701^\circ$ wider than a right angle because its longer axis lies across it.

## Part (b)

**Question.** Add the four wedge angles and show that they exceed a full turn by about $2.28^\circ$. Obtain the leading term for small $t-1$ and its relative error.

**Answer.** The excess is

$$\Omega=4(2\arctan t)-2\pi=8\left(\arctan t-\frac{\pi}{4}\right).$$

The tangent of the bracket follows from the difference formula with $\tan(\pi/4)=1$:

$$\tan\left(\arctan t-\frac{\pi}{4}\right)=\frac{t-1}{1+t}.$$

For $t>0$ the bracket lies between $-\pi/4$ and $\pi/4$, so the inverse tangent can be taken without adding a multiple of $\pi$:

$$\Omega=8\arctan\frac{t-1}{t+1}.$$

This is positive for $t>1$. Numerically, $4\times90.5701^\circ=362.2804^\circ$, hence

$$\Omega=2.2804^\circ=0.039801\ \text{rad}.$$

Now write $\delta=t-1$. Then $\delta/(2+\delta)=\delta/2-\delta^2/4+\dots$, and the cubic term of the arctangent does not enter at second order. Thus

$$\Omega=4\delta-2\delta^2+\dots$$

The leading term $4\delta$ gives $2.2918^\circ$. Its error relative to $\Omega$ is about $\delta/2$, or 0.5 %, in agreement with the two values.

## Part (c)

**Question.** Lay the stress-free wedges side by side, wall on wall. Show that the three joined walls carry no bound charge, and find how far $\mathbf P$ turns at each. What changes if the $c$ axes lie along the bisectors, with $\mathbf P$ pointing alternately outward and inward?

**Answer.** Measure angles counterclockwise from a shared wall, whose normal is at $90^\circ$. The bisector of the wedge before the wall is at $-\alpha$, and its polarization, a quarter turn ahead of the bisector, is at $90^\circ-\alpha$. The next wedge has its bisector at $+\alpha$ and its polarization at $90^\circ+\alpha$. Both polarizations have normal component $P\cos\alpha$. Since this component is continuous, the wall has no bound charge. The polarization turns by $2\alpha=90.5701^\circ$, not by $90^\circ$.

After four wedges the last wall has passed the first by $\Omega$. An explicit assembly of stretched domains, each rotated until its first wall lay on its neighbour's last wall, gave the same overshoot, $2.2804^\circ$.

If $c$ lies along the bisector, the components of the diagonal change places. The half-angle is then $\arctan(1/t)=\pi/2-\arctan t$, and the sum differs from a full turn by

$$8\left(\frac{\pi}{2}-\arctan t\right)-2\pi=2\pi-8\arctan t=-\Omega .$$

This antivortex leaves a gap of $2.2804^\circ$. The sign of the misfit therefore depends on the arrangement of the domains as well as on $c/a$.

## Part (d)

**Question.** A real closed quadrant fills $360^\circ$, so the wedges of the vortex must be strained. Treat them as a solid cylinder of radius $R$ with a stress-free surface, isotropic linear elasticity and no extra strain along the axis. Find the stresses and the elastic energy per unit length.

**Answer.** A circle of radius $r$ drawn through the stress-free wedges has length $(2\pi+\Omega)r$. After closure it has length $2\pi(r+u)$, where $u(r)$ is the radial displacement. To first order in $\Omega$ and $u/r$, the elastic strains are

$$\varepsilon_{\theta\theta}=\frac{u}{r}-\frac{\Omega}{2\pi},\qquad \varepsilon_{rr}=u' .$$

Eliminating $u=r(\varepsilon_{\theta\theta}+\Omega/2\pi)$ gives

$$\varepsilon_{rr}-\varepsilon_{\theta\theta}=\frac{\Omega}{2\pi}+r\varepsilon_{\theta\theta}' .\tag{1}$$

For plane strain define $E'=E/(1-\nu^2)$ and $\nu'=\nu/(1-\nu)$, where $E$ is Young's modulus and $\nu$ is Poisson's ratio. Hooke's law then reads

$$\varepsilon_{rr}=\frac{\sigma_{rr}-\nu'\sigma_{\theta\theta}}{E'},\qquad
\varepsilon_{\theta\theta}=\frac{\sigma_{\theta\theta}-\nu'\sigma_{rr}}{E'} .$$

Write $\sigma=\sigma_{rr}$. Radial equilibrium requires $\sigma_{\theta\theta}=\sigma+r\sigma'$. The left side of (1) is therefore $-(1+\nu')r\sigma'/E'$. On the right, $\sigma_{\theta\theta}'=2\sigma'+r\sigma''$, so

$$r\varepsilon_{\theta\theta}'=\frac{(2-\nu')r\sigma'+r^2\sigma''}{E'} .$$

The terms in $\nu'$ cancel in (1), leaving

$$r^2\sigma''+3r\sigma'=-\frac{E'\Omega}{2\pi}.$$

With $g=r\sigma'$ this is $rg'+2g=-E'\Omega/2\pi$, whose solution is $g=-E'\Omega/4\pi+C/r^2$. The $C$ term would give a stress varying as $1/r^2$ and an infinite energy at the centre of a solid cylinder, so $C=0$. Integrating once more with $\sigma(R)=0$, and defining $S=E'\Omega/4\pi$, gives

$$\sigma_{rr}=-S\ln\frac rR,\qquad
\sigma_{\theta\theta}=-S\left(\ln\frac rR+1\right).$$

The radial stress is tensile inside the cylinder. The hoop stress is compressive at the rim and becomes tensile for $r<R/\mathrm e$, where $\mathrm e$ is the base of natural logarithms. This is the field of a wedge disclination with material inserted.

The energy density is $(\sigma_{rr}^2+\sigma_{\theta\theta}^2-2\nu'\sigma_{rr}\sigma_{\theta\theta})/2E'$. Put $x=r/R$ and use

$$\int_0^1x\,dx=\frac12,\qquad \int_0^1x\ln x\,dx=-\frac14,\qquad \int_0^1x\ln^2x\,dx=\frac14 .$$

The integral of $x\ln^2x$ is $1/4$; that of $x(\ln x+1)^2$ is $1/4-1/2+1/2=1/4$; that of $x\ln x(\ln x+1)$ is $1/4-1/4=0$. Hence

$$W=\frac{2\pi R^2S^2}{2E'}\left(\frac14+\frac14\right)=\frac{E'\Omega^2R^2}{32\pi}.$$

The stress diverges logarithmically at the centre, but the energy is finite.

This result was tested against a finite-element calculation of a closed disc, which was given the spontaneous strain of 0.01 along $c$ in each domain and no disclination. For $\nu=0.3$ its energy was 1.0009 times the formula, with the small-strain value $\Omega=4(t-1)$ used in the formula. The excess of 0.001 is mesh error and vanishes as the mesh is refined.

## Part (e)

**Question.** How does closure change $c/a$ on the wedge bisectors?

**Answer.** On a bisector $c$ lies along the hoop direction and the in-plane $a$ axis is radial. To first order, the relative change of $c/a$ is therefore

$$\varepsilon_{\theta\theta}-\varepsilon_{rr}
=\frac{(1+\nu')(\sigma_{\theta\theta}-\sigma_{rr})}{E'}
=-\frac{(1+\nu')\Omega}{4\pi}.$$

In this isotropic cylinder it does not depend on $r$ or $R$: a smaller cylinder has less total elastic energy but the same loss of tetragonality on the bisectors. In a cross-section of another shape the loss can vary with $r$. Since $\Omega\simeq4(t-1)$, the fraction of $t-1$ lost is $(1+\nu')/\pi$ to leading order, whatever the small value of $t-1$.

For $\nu=0.3$, $\nu'=0.4286$ and the strain difference is $-0.452\,\%$. Thus $c/a$ falls from 1.010 to about 1.0055, a loss of about 45 % of the tetragonality on the bisectors. The product $1.010(1-0.00452)=1.0054$ differs from this only by terms of second order, which the linear theory does not fix. Away from them $c$ is no longer along the hoop direction, and the loss is smaller.

## Part (f)

**Question.** Take rough values for barium titanate near room temperature: $E=120$ GPa, $\nu=0.3$ and a 90° wall energy $\gamma=10$ mJ/m². For $R=10$ nm, compare the closure energy with the wall energy, find the radius at which they are equal, and judge the model.

**Answer.** The plane-strain modulus is $E'=120/(1-0.3^2)=131.9$ GPa. Per unit length,

$$W=\frac{(131.9\ \text{GPa})(0.039801)^2(10\ \text{nm})^2}{32\pi}=1.30\ \text{eV/nm},$$

$$4R\gamma=4(10\ \text{nm})(10\ \text{mJ/m}^2)=2.50\ \text{eV/nm}.$$

The first energy grows as $R^2$ and the second as $R$. At fixed material parameters they are equal at

$$R_{\text{eq}}=(10\ \text{nm})\frac{2.497}{1.297}=19.3\ \text{nm},$$

or about 20 nm for these inputs. Since $R_{\text{eq}}\propto\gamma/E'$ and $\gamma$ is known only roughly, this fixes the order of magnitude only: $\gamma=3$ mJ/m² would give 6 nm. Above this radius the elastic cost is the larger of the two. That larger quadrants relieve it by forming further domains or defects is plausible, but this comparison does not prove it.

The stress scale is $S=0.418$ GPa. At $r=1$ nm the radial stress is $S\ln10=0.96$ GPa and the hoop stress is $S(\ln10-1)=0.54$ GPa; at the rim the hoop stress is $-0.42$ GPa. The values at 1 nm are extrapolations, because a real 90° wall is roughly one to a few nanometres wide and the picture of sharp wedges fails there.

The value $c/a=1.01$ is typical of barium titanate near room temperature, but it varies with temperature. A rise of 0.001 in $c/a$ adds $0.227^\circ$ to the excess, about 10 %, and so raises $W$ by about a fifth at fixed stiffness. Lead titanate, with $c/a$ roughly 1.06, would have an excess of $13.3^\circ$. In the isotropic model $W$ is proportional to $E'$ at fixed $\nu$, so a 30 % error in $E'$ gives a 30 % error in $W$ and leaves the angles unchanged. Real crystals are elastically anisotropic, which can raise or lower $W$ and can make the loss of tetragonality vary with $r$. With published single-crystal constants of barium titanate the loss on the bisectors is larger than the 45 % of the isotropic model, about 50 to 70 % and rising toward the rim, while $W$ changes by between about $-5$ % and $+25$ %. Softness along $c$ alone does not produce this increase; a stronger Poisson coupling between the $a$ and $c$ strains does. The cross-section also matters: for the same isotropic constants, a square of half side $R$ has 1.13 times the elastic energy of the disc. The disc serves here only to estimate the elastic energy. With $\mathbf P$ uniform in each wedge, its curved rim would carry bound charge, and the energy of the resulting field is left out. That energy also grows as $R^2$. For $P=0.26$ C/m² and no screening it is about 3 eV/nm at $R=10$ nm if the relative permittivity inside is 160, more than $W$, and larger still for a smaller permittivity. A square whose sides are parallel to $\mathbf P$ has no such charge. The most doubtful assumption is that the spontaneous strain stays fixed while closure removes a large part of the tetragonality on the bisectors, nearly half even in the isotropic model. Polarization and strain are coupled, so $\mathbf P$ should respond. The stress difference on the bisectors is $0.42$ GPa whatever $R$, and in Landau theory for barium titanate a $c$ domain held at such stresses is unstable to rotation of $\mathbf P$. Four wedges of uniform $\mathbf P$ are therefore not assured even below $R_{\text{eq}}$. The response of $\mathbf P$ is not calculated here, nor is clamping by a substrate. The energies are therefore estimates of size, whereas the $2.28^\circ$ follows from geometry once $c/a$ is given.

## Table of computed values

```
c/a (rough, barium titanate): 1.010
half-angle arctan(c/a): 45.2851 deg
one wedge angle: 90.5701 deg
excess of one wedge over 90 deg: 0.5701 deg
sum of four wedges: 362.2804 deg
excess over full turn, formula: 2.2804 deg
excess over full turn, formula: 0.039801 rad
overshoot from assembled domains: 2.2804 deg
small-strain estimate 4(c/a-1): 2.2918 deg
c along bisectors, signed: -2.2804 deg
turn of polarization at a free wall: 90.5701 deg
change of excess for c/a + 0.001: 0.2268 deg
excess for c/a = 1.06: 13.347 deg
Young modulus (rough): 120 GPa
Poisson ratio (rough): 0.30
plane-strain modulus E': 131.9 GPa
plane-strain ratio nu': 0.4286
90-degree wall energy (rough): 10 mJ/m^2
cylinder radius: 10 nm
closure energy per length: 1.297 eV/nm
energy of four walls per length: 2.497 eV/nm
radius where the two are equal: 19.3 nm
finite-element energy / formula: 1.0009
square (half side = R) / disc energy: 1.131
stress unit E' excess/(4 pi): 0.418 GPa
radial stress at 1 nm: 0.962 GPa
hoop stress at 1 nm: 0.544 GPa
hoop stress at the rim: -0.418 GPa
hoop minus radial elastic strain: -0.452 %
c/a on bisectors after closure: 1.0054
share of tetragonality lost there: 46 %
```
